# Spin drift-diffusion in a nondegenerate semiconductor: upstream and downstream lengths

## 1. Two cases that can be seen through

Electrons in a long bar are spin-polarized at $x=0$. Let $s=n_\uparrow-n_\downarrow$ be the spin density, $D$ the diffusion constant and $\tau$ the spin lifetime.

With no field, diffusion balances decay: $Ds''=s/\tau$. The solution that vanishes far away is $s\propto e^{-|x|/L}$ with $L=\sqrt{D\tau}$, the same on both sides.

Now let a force $F$ push the electrons towards $+x$, and let the spin live for ever. Upstream, at $x<0$, nothing is lost and $s$ vanishes far away, so the steady spin flux there is zero: drift $\mu Fs$ cancels diffusion $-Ds'$. With the Einstein relation $D=\mu T$, derived below, $s'=(F/T)s$ and $s\propto e^{Fx/T}$. This is the barometric law, with length $T/F$.

The two lengths are equal when $F=T/L$, that is, at the field

$$E_c=\frac{kT}{qL}.$$

This field is the scale on which the asymmetry becomes strong. It is not a threshold: Section 5 shows that the downstream and upstream decay lengths differ at every nonzero field.

## 2. Conventions and assumptions

The algebra uses atomic units, with $T$ standing for $kT$. The force $F\ge0$ on an electron points along $+x$ (downstream), opposite to the electric field vector, and equals the field magnitude $E$. The band is nondegenerate, the doping uniform, and there are no excess holes. Momentum relaxes much faster than spin, and the electrons stay at the lattice temperature. The Zeeman energy is much smaller than $T$, and any magnetic field lies along the axis of the injected spin, so that it causes no precession of that component. A magnetic field across the bar must also be weak enough that an electron turns through only a small cyclotron angle between collisions; the Lorentz force is then negligible. The crystal has inversion symmetry, so the two spin states at each $\mathbf k$ are degenerate and no spin-orbit field makes the spin precess as the electron drifts.

The electrons are described by a $2\times2$ spin density matrix at each position and momentum. Without precession, the component along the injection axis evolves by itself. Its diagonal elements are two ordinary distributions, $f_\uparrow$ and $f_\downarrow$.

**Flip rates.** By the golden rule, a flip $\mathbf k\uparrow\to\mathbf k'\downarrow$ has a rate proportional to $|\langle\mathbf k'\downarrow|V|\mathbf k\uparrow\rangle|^2$. Time reversal turns this into $|\langle-\mathbf k'\uparrow|V|-\mathbf k\downarrow\rangle|^2$ for nonmagnetic scattering. The thermal distribution is even in $\mathbf k$, so the mean flip rate $W$ is the same in both directions. Then $\dot n_\uparrow=-W(n_\uparrow-n_\downarrow)=-\dot n_\downarrow$, hence $\dot s=-2Ws$ and $1/\tau=2W$.

## 3. The current of each spin

Energy exchange with the lattice is taken to be fast compared with flips, so that to leading order $f_\sigma=n_\sigma M$, where $M\propto e^{-\varepsilon/T}$ is normalized to one. For slow variation in time, the correction $\delta f_\sigma$ obeys

$$v_x n_\sigma' M+Fn_\sigma\frac{\partial M}{\partial p_x}=-\frac{\delta f_\sigma}{\tau_p(\varepsilon)}.$$

Since $\partial M/\partial p_x=-v_xM/T$,

$$\delta f_\sigma=-\tau_pv_xM\left(n_\sigma'-\frac{F}{T}n_\sigma\right).$$

The part $n_\sigma M$ is even in $v_x$ and carries no current. Multiplying $\delta f_\sigma$ by $v_x$ and integrating gives

$$J_\sigma=\mu Fn_\sigma-Dn_\sigma',\qquad D=\langle\tau_pv_x^2\rangle,\qquad \mu=\frac DT.$$

The mobility can also be computed directly from the field term, $\mu=-\int\tau_pv_x\,\partial M/\partial p_x$. Integration by parts turns this into $\langle\partial(\tau_pv_x)/\partial p_x\rangle$. Evaluated by quadrature for unit mass, $T=0.7$ and $1/\tau_p=\varepsilon^{1/2}+0.3\,\varepsilon^{-3/2}$, it gives $D/(\mu T)=1.0000000$.

**Where this fails.** In equilibrium the drift and diffusion currents cancel while the chemical potential $\zeta$, measured from the local band edge, has slope $F$. Hence $D/\mu=n/(dn/d\zeta)$ for any filling. With $z=e^{\zeta/T}$, a parabolic band has $n=N_c(z-z^2/2^{3/2}+\dots)$, so

$$\frac{D}{\mu T}=\frac{1-z/2^{3/2}}{1-2z/2^{3/2}}\approx1+\frac{n}{2^{3/2}N_c}.$$

Once this correction matters, $D/\mu$ depends on the density of each spin, and the separation made in the next section is lost.

## 4. The spin equation

Conservation of each spin reads

$$\dot n_\uparrow=-J_\uparrow'-\frac{n_\uparrow-n_\downarrow}{2\tau},\qquad \dot n_\downarrow=-J_\downarrow'+\frac{n_\uparrow-n_\downarrow}{2\tau}.$$

In the sum the flips cancel:

$$\dot n=-(\mu Fn)'+Dn''.$$

No $s$ appears. If $n$ equals the donor density everywhere, the charge density is zero, Gauss's law makes $F$ uniform, and the right side vanishes. Uniform $n$ and $F$ are therefore a self-consistent solution at any polarization, provided that the source exchanges spin without adding charge. The difference of the two equations is then

$$\boxed{\dot s=Ds''-\mu Fs'-\frac s\tau}$$

If $F$ varies in space, the drift term is $-(\mu Fs)'$.

## 5. The two lengths

Insert $s=e^{\kappa x}$ in the steady equation and divide by $D$, using $\mu/D=1/T$:

$$\kappa^2-\frac FT\kappa-\frac1{L^2}=0,\qquad \kappa_\pm=\frac F{2T}\pm\sqrt{\frac{F^2}{4T^2}+\frac1{L^2}}.$$

Upstream, $s$ must vanish as $x\to-\infty$, which selects $\kappa_+>0$. Downstream it must vanish as $x\to+\infty$, which selects $\kappa_-<0$. Hence $L_u=1/\kappa_+$ and $L_d=-1/\kappa_-$:

$$\frac1{L_{d,u}}=\sqrt{\frac{F^2}{4T^2}+\frac1{L^2}}\mp\frac F{2T},$$

with the upper sign for $L_d$. The product of the roots is $-1/L^2$ and their sum is $F/T$, so

$$L_dL_u=L^2,\qquad L_d-L_u=\frac{\kappa_++\kappa_-}{-\kappa_+\kappa_-}=\frac{FL^2}T=\mu F\tau.$$

The lengths differ by the distance drifted in one spin lifetime. To obtain the ratio, set $\sinh u=FL/2T=E/2E_c$. Then $\kappa_+L=\sinh u+\cosh u=e^u$ and $-\kappa_-L=e^{-u}$, so

$$\frac{L_d}{L_u}=e^{2u}=\exp\left[2\,\mathrm{arcsinh}\frac E{2E_c}\right].$$

- **Weak field:** $L_d/L_u\approx1+E/E_c$. The splitting starts linearly from zero field.
- **At $E=E_c$:** $e^u=(1+\sqrt5)/2$, and the ratio is 2.618.
- **Strong field:** the root is approximately $F/2T+T/(FL^2)$. So $L_d\to FL^2/T=\mu F\tau$ and $L_u\to T/F$. Downstream, spin is carried until it decays; upstream, the lifetime drops out and the barometric law of Section 1 returns.

**Evaluation.** At strong field the formula for $1/L_d$ subtracts two nearly equal numbers. With $v=\mu F$ and $r=\sqrt{v^2+4D/\tau}$, the root is $\kappa_+=(r+v)/2D$, and $L_d=L^2\kappa_+$. The forms

$$L_d=\frac{\tau(r+v)}2,\qquad L_u=\frac{2D}{r+v}$$

contain no subtraction.

## 6. Source strength and boundary fluxes

Let a thin source at $x=0$ supply spin at the rate $S$ per area, by adding $S/2$ up electrons and removing $S/2$ down electrons. Integrate the steady equation across it. Since $s$ is continuous, the drift term contributes nothing, and $D[s'(0^+)-s'(0^-)]=-S$. The slopes are $-s(0)/L_d$ and $s(0)/L_u$, so

$$s(0)=\frac S{D(1/L_d+1/L_u)}=\frac S{\sqrt{\mu^2F^2+4D/\tau}}.$$

Because $|s|\le n$, such a source cannot exceed $S=n\sqrt{\mu^2F^2+4D/\tau}$. The spin on each side is $s(0)$ times the length of that side, so the downstream share is $L_d/(L_d+L_u)$.

For a boundary condition at a contact, the flux entering the downstream side is

$$\mu Fs(0)+\frac{Ds(0)}{L_d}=Ds(0)\left(\frac FT+\frac1{L_d}\right)=\frac{Ds(0)}{L_u},$$

because $1/L_u-1/L_d=F/T$. In the same way, the flux leaving towards the upstream side is $Ds(0)/L_d$. The lengths appear crossed: a short upstream length goes with a large downstream flux.

**Grid solution.** Central differences with spacing $h$ give the downstream neighbour the weight $D/h^2-v/2h$. It is positive only for $h<2T/F$; resolving $L_u$ needs a finer grid still. The coupled equations for the two spin densities were solved in this way, in a prescribed uniform field, with $D=\tau=n=1$, $v=2$, $S=2$ and $h=0.01$. The grid gives $L_d=2.4142$, $L_u=0.4142$ and a peak polarization of 0.7071, equal to the formulas to the digits shown. The total density stays uniform to $2\times10^{-11}$ although the polarization is strong.

## 7. Two corrections to the model

**Finite mean free path.** Take a constant $\tau_p$ and collisions that restore a Maxwellian. Measure velocity in $v_T=\sqrt{T/m}$ and length in $\lambda=v_T\tau_p$, and put $\phi=F\lambda/T$ and $\eta=\tau_p/\tau=(\lambda/L)^2$. Expanding the spin distribution in normalized Hermite functions with coefficients $c_j$ turns the kinetic equation for a mode $e^{\kappa x}$ into

$$(\kappa-\phi)\sqrt j\,c_{j-1}+\kappa\sqrt{j+1}\,c_{j+1}=-(1+\eta)c_j+\delta_{j0}c_0.$$

Substitute $c_j=\rho^jb_j$ with $\rho^2=(\kappa-\phi)/\kappa$. Both factors on the left become $q=\sqrt{\kappa(\kappa-\phi)}$, and the field disappears. At any finite order of the expansion, therefore, $\kappa^2-\phi\kappa=q^2$, where $q$ is the zero-field decay constant. The quadratic of Section 5 survives and only $L$ changes.

To find $q$, use the first three equations. They give $b_1=-\eta b_0/q$, then $b_2\approx-\sqrt2\,q\,b_1$, and finally $q^2\approx\eta(1+\eta-2q^2)\approx\eta(1-\eta)$. The decay length grows by the fraction $\eta/2$.

**Spin Coulomb drag.** Collisions between up and down electrons conserve their total momentum but oppose relative motion. With mean velocities $u_\sigma$ and a friction coefficient $C$,

$$\frac{u_\uparrow}\mu=F-T\frac{n_\uparrow'}{n_\uparrow}-Cn_\downarrow(u_\uparrow-u_\downarrow),\qquad
\frac{u_\downarrow}\mu=F-T\frac{n_\downarrow'}{n_\downarrow}+Cn_\uparrow(u_\uparrow-u_\downarrow).$$

Let $w=u_\uparrow-u_\downarrow$. For uniform $n$, $n_\uparrow'=-n_\downarrow'=s'/2$, and subtraction gives

$$w\left(\frac1\mu+nC\right)=-\frac{Tns'}{2n_\uparrow n_\downarrow}.$$

Weighting the two equations by $n_\uparrow$ and $n_\downarrow$ and adding gives $n_\uparrow u_\uparrow+n_\downarrow u_\downarrow=\mu Fn$. Hence $u_\uparrow=\mu F+n_\downarrow w/n$ and $u_\downarrow=\mu F-n_\uparrow w/n$, and the spin flux is

$$n_\uparrow u_\uparrow-n_\downarrow u_\downarrow=\mu Fs+\frac{2n_\uparrow n_\downarrow w}n=\mu Fs-\frac D{1+\mu nC}s'.$$

Drift is untouched and diffusion is reduced, at any polarization. To include drag, replace $D$ by $D/(1+\mu nC)$ in the forms with $r$ and $v$, which do not assume $D=\mu T$.

For the size of $C$, use the Coulomb momentum-transfer cross section $4\pi\ln\Lambda/(\epsilon^2m_r^2g^4)$, with relative speed $g$, reduced mass $m_r$ and permittivity $\epsilon$. A small relative drift multiplies the Maxwellian of $\mathbf g$ by $1+m_rwg_x/T$. The mean momentum loss then gives

$$C=\frac{4\pi\ln\Lambda}{3\epsilon^2T}\left\langle\frac1g\right\rangle=\frac{4\pi\ln\Lambda}{3\epsilon^2T}\sqrt{\frac{2m_r}{\pi T}},$$

which is an estimate of logarithmic accuracy.

## 8. Lightly doped silicon at room temperature

Rough typical values are taken: $10^{15}$ donors per cm³, mobility 1400 cm²/Vs, spin lifetime 7 ns, $T=300$ K. With $kT/q=0.02585$ V,

$$D=0.02585\times1400=36.19\ \text{cm}^2/\text{s},$$
$$L=\sqrt{36.19\times7\times10^{-9}}\ \text{cm}=5033\ \text{nm}\quad(9.51\times10^4\ \text{bohr}),$$
$$E_c=\frac{0.02585\ \text{V}}{5.033\times10^{-4}\ \text{cm}}=51.4\ \text{V/cm}\quad(9.99\times10^{-9}\ \text{a.u.}).$$

| $E$ (V/cm) | $L_d$ (nm) | $L_u$ (nm) | $L_d/L_u$ |
|---|---|---|---|
| 5 | 5284 | 4794 | 1.10 |
| 25 | 6405 | 3955 | 1.62 |
| 51.4 | 8144 | 3111 | 2.62 |
| 100 | 11925 | 2125 | 5.61 |
| 250 | 25494 | 994 | 25.7 |

At a tenth of $E_c$, $L_d$ already exceeds $L_u$ by 10 % of $L_u$. At 250 V/cm the drift length $\mu F\tau$ is 24500 nm, and adding $L_u=994$ nm gives $L_d$, as the difference rule requires. The barometric limit, 1034 nm, is 4 % above $L_u$.

At 250 V/cm, 96 % of the spin lies downstream. At 10000 nm from the source, $s/s(0)$ is 0.68 downstream and $4\times10^{-5}$ upstream, against 0.137 without field. These ratios overstate the gain in signal at fixed $S$, because the field also lowers $s(0)$, by the factor $2/\sqrt{(E/E_c)^2+4}=2/\sqrt{4.868^2+4}=0.38$. The downstream signal is then $0.38\times0.6755=0.26$ of the zero-field peak, a gain of 1.9 over 0.137.

**Neglected effects at 250 V/cm.** Of the effects estimated here, the largest for $L_d$ is the drop of mobility towards saturation. The drift velocity is 3.5 % of a rough saturation velocity of $10^7$ cm/s. A deliberately pessimistic factor $1/(1+0.035)$ on both $\mu$ and $D$ shortens $L_d$ by 3.3 %. For $L_u$ the same factor nearly cancels, because $L_u\approx D/(\mu F)$ at strong field: it shortens $L_u$ by only 0.1 %, less than the 0.6 % from spin drag. The insensitivity of $L_u$ does not hinge on this choice of $D$. For independent electrons scattered by a lattice in equilibrium, $Me^{Fx/T}$ solves the kinetic equation exactly when spin is conserved: the gradient and force terms cancel, and the collision term vanishes by detailed balance. The strong-field limit $L_u\to T/F$ therefore holds at the lattice temperature whatever the field does to $\mu$ and $D$. Carrier heating follows from $\mu F^2=\tfrac32\Delta T/t_E$; with an energy relaxation time $t_E=0.3$ ps it is 0.2 K. The law $\tau\propto T^{-3}$, assumed below for electrons and lattice warmed together, would shorten $L_d$ by 0.2 % if it held for the electron temperature alone. Valleys differ in mobility, but each obeys $D_i=\mu_iT$, so for a mode $e^{\kappa x}$ the field again enters only through $\kappa^2-(F/T)\kappa$ and only $L$ changes. To leading order $L^2$ grows by the relative variance of the valley mobilities times $t_v/\tau$, where $t_v$ is the decay time of population differences between valleys. For $t_v=1$ ps and a field along a cube axis this is $0.27\times1.4\times10^{-4}\approx4\times10^{-5}$, which lengthens $L_d$ by 0.004 % and $L_u$ by about 0.0001 %. The length $\lambda=v_T\tau_p$ of Section 7 is 27 nm (the mean speed times $\tau_p$ is 44 nm); the finite mean free path changes both lengths by less than 0.01 %. The field is about $10^{-3}$ of a rough breakdown field of 0.3 MV/cm.

**Against real devices.** The mobility and the nanosecond lifetime are of the size expected for lightly doped silicon at room temperature. The lifetime is the less certain input: at fixed mobility, doubling it raises $L$ and lowers $E_c$ by a factor 1.41. Doping near $10^{19}$ cm⁻³ makes contact barriers thin, but it breaks the nondegenerate assumption. For an energy-independent $\tau_p$, the degeneracy correction to $L_u$, 0.0012 % here, is linear in density at leading order and would reach about 12 % there at fixed field, before the changes of mobility, lifetime and spin drag are counted. Its coefficient depends on the scattering law, because spin then drifts with the velocity $F\,d(n\mu)/dn$: the 12 % becomes about 17 % for $\tau_p\propto\varepsilon^{-1/2}$ and about 5 % for $\tau_p\propto\varepsilon^{3/2}$. Close to a contact the field is not uniform: weak band bending decays over roughly the screening length, 129 nm in this example, and a depletion layer, where the bending is many times $kT$, is wider. A metallic contact can also absorb spin; the boundary flux of Section 6 must then be matched to the contact. At a working temperature of 360 K, with the assumed laws $\mu\propto T^{-2.4}$ and $\tau\propto T^{-3}$, $L$ falls to 3370 nm and $E_c$ rises to 92 V/cm. A bias chosen for a given asymmetry at 300 K must therefore be raised by a factor 1.8 to keep it. The numerical output below lists the remaining estimates. Its $L_u$ entries for electron heating and valley anisotropy come from enlarging $D$ at fixed drift velocity, which does not apply upstream for the reasons given above; they overstate these two effects.

## Computed values

```
TESTS
D/(mu T), mixed scattering: 1.0000000
two-channel grid, drift 2, units D=tau=1: peak s/n 0.7071, formula 0.7071
  L_down grid 2.4142, formula 2.4142
  L_up   grid 0.4142, formula 0.4142
  largest change of total density / n: 2e-11
SILICON EXAMPLE, rough typical inputs
temperature 300 K, donors 1e+15 cm^-3
mobility 1400 cm2/Vs, spin lifetime 7.0 ns
thermal energy kT = 0.02585 eV
diffusion constant D = 36.19 cm2/s
spin diffusion length L = 5033 nm = 9.5117e+04 bohr
crossover field E_c = 51.36 V/cm = 9.9881e-09 a.u.
E (V/cm)   E/E_c   L_down (nm)   L_up (nm)   L_down/L_up
   5.00    0.097        5284        4794        1.102
  25.00    0.487        6405        3955        1.619
  51.36    1.000        8144        3111        2.618
 100.00    1.947       11925        2125        5.613
 250.00    4.868       25494         994       25.654
AT 250 V/cm
strong-field limits: mu E tau = 24500 nm, kT/qE = 1034 nm
share of spin downstream: 96.25 %
s/s(0) at 10000 nm: downstream 0.6755, upstream 4.26e-05, zero field 0.1371
NEGLECTED EFFECTS AT 250 V/cm, rough inputs
masses 0.98, 0.19 m_e; permittivity 11.7; saturation velocity 1e+07 cm/s
energy relaxation 0.3 ps, valley exchange 1.0 ps
drift velocity / saturation velocity: 3.50 %
electron heating: 0.203 K
mean free path: 27.4 nm
effect                     change of L_down (%)  of L_up (%)
mobility drop (pessimistic)       -3.2549        -0.1310
electron heating                  -0.1927         0.0575
spin Coulomb drag                 -0.0240        -0.6167
valley anisotropy                  0.0034         0.0880
degeneracy                         0.0000         0.0012
finite mean free path              0.0028         0.0001
neutral donors (depth 0.045 eV): 0.040 %
screening length: 129 nm
equilibrium spin polarization in 0.1 T: 0.0224 %
self-heating, 1000 nm film on 1000 nm oxide (0.014 W/cm K): 0.0100 K
field / breakdown field (0.3 MV/cm): 8.3e-04
interband tunnelling factor exp(-X), gap 1.12 eV, mass 0.2 m_e: X = 1.45e+05
at 360 K, with mobility ~ T^-2.4 and lifetime ~ T^-3:
  L = 3370 nm, E_c = 92.0 V/cm
```
